# Local pseudopotential stress and the alpha-Z term

## Uniform electrons around finite-core ions

Take a crystal whose cell has volume \(\Omega\) and contains \(N\) electrons spread uniformly, so that the density is \(N/\Omega\). Hartree atomic units are used throughout. An ion \(I\) of charge \(Z_I\) acts on an electron through a local, spherical pseudopotential, which we split as

\[
v_I(r)=-\frac{Z_I}{r}+f_I(r). \tag{1}
\]

The function \(f_I\) is the departure from a point charge. It is assumed to vanish faster than any inverse power of \(r\) at large distance.

The energy per cell due to the \(f_I\) is the density times the integral of all the \(f_I\) over one cell. Each ion's tails reach into neighbouring cells, but its periodic images supply the same tails in return. The integral over one cell of all images therefore equals the integral of a single \(f_I\) over all space:

\[
E_{\alpha Z}=\frac{N}{\Omega}\sum_I\alpha_I,\qquad
\alpha_I=\int\left[v_I(r)+\frac{Z_I}{r}\right]d^3r . \tag{2}
\]

The sum runs over the ions in one cell. Neither \(N\) nor \(\alpha_I\) changes when the crystal is compressed, so \(E_{\alpha Z}\propto1/\Omega\), and the pressure is

\[
p_{\alpha Z}=-\frac{dE_{\alpha Z}}{d\Omega}=\frac{E_{\alpha Z}}{\Omega}. \tag{3}
\]

A pseudopotential that is nowhere more attractive than \(-Z/r\) has \(f_I\ge0\) and hence \(\alpha_I>0\): squeezing the electrons into a smaller volume puts more of them where the attraction is missing, and this costs energy. Being finite at the origin is not enough. Many local parts in use are weaker than \(-Z/r\) near the nucleus but stronger farther out, and \(\alpha_I\) can then have either sign. The local parts of the GTH-Padé potentials give about \(-5.0\) Ha bohr³ for Si and \(+0.07\) Ha bohr³ for O. What remains of the electrostatic energy of the uniform problem is that of point ions in a uniform neutralizing background, which belongs to the ion-ion term.

A real density is not uniform. Its other Fourier components feel the shape of \(v_I\), and strain changes the wavevectors at which that shape is sampled.

## The energy in reciprocal space

Write the density and its cell integrals as

\[
n(\mathbf r)=\sum_{\mathbf G}n_{\mathbf G}e^{i\mathbf G\cdot\mathbf r},\qquad
N_{\mathbf G}=\int_{\rm cell}n\,e^{-i\mathbf G\cdot\mathbf r}d^3r=\Omega\,n_{\mathbf G},
\qquad N_0=N. \tag{4}
\]

The form factor is defined without division by the volume:

\[
v_I(G^2)=\int v_I(r)\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r . \tag{5}
\]

It depends on \(\mathbf G\) through \(G^2\) because \(v_I(r)\) is spherical. The argument tells the two functions apart.

The \(1/r\) tail makes (5) diverge at \(\mathbf G=0\). We therefore replace every Coulomb interaction \(1/r\) by \(e^{-\mu r}/r\), and let \(\mu\to0\) after all terms have been collected. Its transform is

\[
\int\frac{e^{-\mu r}}{r}e^{-i\mathbf G\cdot\mathbf r}d^3r
=\frac{4\pi}{G}\int_0^\infty e^{-\mu r}\sin(Gr)\,dr=\frac{4\pi}{G^2+\mu^2}. \tag{6}
\]

Since \(n\) is periodic, the integral over one cell with all ionic images equals an integral over all space with the ions of one cell. Setting \(\mathbf r=\mathbf R_I+\mathbf x\) gives

\[
E_{\rm loc}=\sum_I\int n(\mathbf r)\,v_I(|\mathbf r-\mathbf R_I|)\,d^3r
=\sum_{\mathbf G}n_{\mathbf G}\sum_I e^{i\mathbf G\cdot\mathbf R_I}v_I(G^2).
\]

Relabel \(\mathbf G\to-\mathbf G\) and use \(n_{-\mathbf G}=n_{\mathbf G}^*\), which holds because \(n\) is real:

\[
E_{\rm loc}=\frac1\Omega\sum_{\mathbf G}N_{\mathbf G}^*\sum_I e^{-i\mathbf G\cdot\mathbf R_I}v_I(G^2). \tag{7}
\]

## What survives at G = 0

With the screened tail, (1), (2) and (6) give \(v_I(0)=\alpha_I-4\pi Z_I/\mu^2\). Let \(Z_{\rm tot}=\sum_IZ_I\). The zero term of (7) is then

\[
E_{\rm loc}^{(0)}=\frac N\Omega\sum_I\alpha_I-\frac{4\pi NZ_{\rm tot}}{\Omega\mu^2}. \tag{8}
\]

The Hartree energy is half the interaction of the density with its own potential, whose components are \(4\pi n_{\mathbf G}/(G^2+\mu^2)\). Its zero term is

\[
E_{\rm H}^{(0)}=\frac{\Omega}{2}\,\frac{4\pi}{\mu^2}\left(\frac N\Omega\right)^2=\frac{2\pi N^2}{\Omega\mu^2}. \tag{9}
\]

For the ions, the potential of the whole point-charge lattice has the average \(4\pi Z_{\rm tot}/(\Omega\mu^2)\). Half of this, weighted with the charges in one cell, gives

\[
E_{\rm ion}^{(0)}=\frac{2\pi Z_{\rm tot}^2}{\Omega\mu^2}. \tag{10}
\]

The rest of the ion-ion energy, with each ion's interaction with itself removed, has a finite limit. This is the Ewald energy of point ions in a neutralizing background. Adding (8) to (10),

\[
E^{(0)}=\frac{2\pi}{\Omega\mu^2}\left(N-Z_{\rm tot}\right)^2+\frac N\Omega\sum_I\alpha_I . \tag{11}
\]

For a neutral cell the first term is zero at every volume, so it contributes nothing to the stress. For a charged cell both it and its strain derivative diverge as \(\mu\to0\), and the result below needs a further convention for a compensating background.

In the terms with \(\mathbf G\ne0\) the limit \(\mu\to0\) can be taken directly. The local energy is therefore

\[
E_{\rm loc}=E_{\ne0}+E_{\alpha Z},\qquad
E_{\ne0}=\frac1\Omega\sum_{\mathbf G\ne0}N_{\mathbf G}^*\sum_Ie^{-i\mathbf G\cdot\mathbf R_I}v_I(G^2), \tag{12}
\]

with \(E_{\alpha Z}\) given by (2), now for any density. The same constant can be read from the form factor near the origin, \(v_I(G^2)=-4\pi Z_I/G^2+\alpha_I+O(G^2)\).

The separation (12) is meaningful together with the Hartree and ion-ion energies in the same convention. The numerical check tests this combination on a crystal of neutral spherical atoms, ions of charge 3 and 1 dressed with Gaussian electron clouds. Their interactions are short-ranged, so the energy can be summed in real space with no decision about \(\mathbf G=0\). The reciprocal sums without \(E_{\alpha Z}\) miss 0.265810 Ha at \(\Omega=420.00\) bohr³ and 0.153825 Ha at 725.76 bohr³. Multiplied by the volume, both give 111.6403 Ha bohr³, which is \(N\sum_I\alpha_I\) for those atoms.

## How strain enters

Apply a small homogeneous strain, \(\mathbf r\to(1+\epsilon)\mathbf r\), to the lattice vectors and to the ions, whose fractional positions stay fixed. The stress is defined as

\[
\sigma_{ab}=\frac1\Omega\frac{\partial E}{\partial\epsilon_{ab}}, \tag{13}
\]

positive in tension, so the pressure is \(-\tfrac13\sum_a\sigma_{aa}\). Three facts are needed.

**Volume.** To first order \(\det(1+\epsilon)=1+\sum_a\epsilon_{aa}\), so

\[
\frac{\partial\Omega}{\partial\epsilon_{ab}}=\Omega\,\delta_{ab}. \tag{14}
\]

**Wavevectors.** The product of a reciprocal vector with a lattice vector must remain the same multiple of \(2\pi\). This requires \(\mathbf G\to(1+\epsilon)^{-T}\mathbf G\), which also leaves every phase \(\mathbf G\cdot\mathbf R_I\) unchanged. To first order \(G_c\to G_c-\sum_d\epsilon_{dc}G_d\). Squaring and summing over \(c\), we find \(G^2\to G^2-2\sum_{cd}\epsilon_{dc}G_dG_c\), hence

\[
\frac{\partial G^2}{\partial\epsilon_{ab}}=-2G_aG_b . \tag{15}
\]

**Density.** Let the orbitals be \(\psi_i=\Omega^{-1/2}\sum_{\mathbf G}c_{i\mathbf G}e^{i(\mathbf k_i+\mathbf G)\cdot\mathbf r}\), with occupations \(w_i\). Multiplying out \(|\psi_i|^2\) at a given \(\mathbf k_i\) and collecting the factor of \(e^{i\mathbf G\cdot\mathbf r}\) gives

\[
N_{\mathbf G}=\sum_iw_i\sum_{\mathbf G'}c^*_{i\mathbf G'}\,c_{i,\mathbf G'+\mathbf G}. \tag{16}
\]

No volume appears. If the coefficients are held fixed, so is \(N_{\mathbf G}\): the density is carried along with the cell and diluted by the factor \(1/\Omega\).

In reality the coefficients respond to strain. Consider the total energy \(E_{\rm tot}(\epsilon,c)\) at fixed occupations, in a norm-conserving scheme. Self-consistent orbitals satisfy \(\partial E_{\rm tot}/\partial c^*_{i\mathbf G}=w_i\lambda_ic_{i\mathbf G}\), where \(\lambda_i\) is the orbital eigenvalue. The response of the coefficients then contributes

\[
\sum_iw_i\lambda_i\sum_{\mathbf G}\left(c_{i\mathbf G}\frac{dc^*_{i\mathbf G}}{d\epsilon_{ab}}+c^*_{i\mathbf G}\frac{dc_{i\mathbf G}}{d\epsilon_{ab}}\right)
=\sum_iw_i\lambda_i\frac{d}{d\epsilon_{ab}}\sum_{\mathbf G}|c_{i\mathbf G}|^2=0, \tag{17}
\]

because the normalization \(\sum_{\mathbf G}|c_{i\mathbf G}|^2=1\) holds at every strain. The total stress can thus be assembled from explicit derivatives at fixed coefficients. The cancellation concerns the total. The local energy by itself is not stationary, and its derivative along the relaxed states is a different quantity.

The argument also assumes that the same integer labels of \(\mathbf G\) are kept in the basis at every strain. A calculation at fixed kinetic-energy cutoff changes the set of plane waves with the cell, and in an unconverged basis its energy differences need not follow this stress.

## The stress

Write (12) as \(E_{\rm loc}=\Omega^{-1}\left[A+N\sum_I\alpha_I\right]\), where \(A=\Omega E_{\ne0}\). From (14), \(\partial\Omega^{-1}/\partial\epsilon_{ab}=-\Omega^{-1}\delta_{ab}\). In \(A\), the coefficients \(N_{\mathbf G}\) and the phases are fixed, and only the argument of the form factor moves. With \(v_I'=dv_I/d(G^2)\), the chain rule and (15) give

\[
\frac{\partial A}{\partial\epsilon_{ab}}=-2\sum_{\mathbf G\ne0}N^*_{\mathbf G}\sum_Ie^{-i\mathbf G\cdot\mathbf R_I}v_I'(G^2)\,G_aG_b .
\]

The numbers \(N\) and \(\alpha_I\) have no strain derivative. Dividing by \(\Omega\) as in (13),

\[
\sigma^{\rm loc}_{ab}=-\delta_{ab}\frac{E_{\ne0}}{\Omega}
-\frac{2}{\Omega^2}\sum_{\mathbf G\ne0}N^*_{\mathbf G}\sum_Ie^{-i\mathbf G\cdot\mathbf R_I}v'_I(G^2)\,G_aG_b
-\delta_{ab}\frac{E_{\alpha Z}}{\Omega}. \tag{18}
\]

In terms of \(n_{\mathbf G}=N_{\mathbf G}/\Omega\), the prefactor of the middle term is \(-2/\Omega\).

The absence of a form-factor derivative at \(\mathbf G=0\) can be verified before the limit. At finite \(\mu\) the derivative \(v_I'(0)\) is finite and is multiplied by \(G_aG_b=0\). The zero vector stays at zero under strain, so \(\alpha_I\) is always sampled at the same point.

The last term of (18) is

\[
\sigma^{\alpha Z}_{ab}=-\delta_{ab}\frac{N}{\Omega^2}\sum_I\alpha_I . \tag{19}
\]

The energy scales as \(1/\Omega\) and the stress as \(1/\Omega^2\). At fixed volume \(E_{\alpha Z}\) is a constant, independent of the ionic positions and of the shape of the density. It exerts no force on an ion and does not alter the orbitals, since the corresponding potential \(\sum_I\alpha_I/\Omega\) is uniform and only shifts all eigenvalues together. Yet omitting it shifts the pressure by \(E_{\alpha Z}/\Omega\). Shear components of the local stress come from the middle term of (18) alone.

Point ions provide a check on signs and factors. For them \(\alpha_I=0\) and \(v_I=-4\pi Z_I/G^2\), so \(G^2v_I'=4\pi Z_I/G^2=-v_I\). The trace of (18) becomes

\[
\sum_a\sigma^{\rm loc}_{aa}=-\frac{3E_{\rm loc}}\Omega+\frac{2E_{\rm loc}}\Omega=-\frac{E_{\rm loc}}\Omega .
\]

This is right for a Coulomb energy: stretching all lengths by \(1+\eta\) multiplies it by \(1/(1+\eta)\), whose derivative at \(\eta=0\) is \(-1\).

## Obtaining the derivative

For a potential tabulated on a radial grid, (1) and the angular average of the plane wave give, with \(q=|\mathbf G|\),

\[
v_I(q^2)=-\frac{4\pi Z_I}{q^2}+4\pi\int_0^\infty r^2f_I(r)\frac{\sin qr}{qr}\,dr. \tag{20}
\]

Since \(d/d(q^2)=(2q)^{-1}d/dq\), and \(\frac{d}{dq}\frac{\sin qr}{qr}=\frac{qr\cos qr-\sin qr}{q^2r}\),

\[
v_I'(q^2)=\frac{4\pi Z_I}{q^4}+\frac{2\pi}{q^3}\int_0^\infty r f_I(r)\left[qr\cos qr-\sin qr\right]dr. \tag{21}
\]

At small \(qr\) the bracket tends to \(-(qr)^3/3\), a small difference of two nearly equal numbers, so its series should be used there.

The example below uses a smooth model potential of core radius \(r_c\):

\[
v(r)=-\frac Zr\,{\rm erf}\!\left(\frac{r}{\sqrt2\,r_c}\right)+C e^{-r^2/2r_c^2}. \tag{22}
\]

The first term is \(-Z\) times the potential of a normalized Gaussian charge. To see this, apply \(\nabla^2(h/r)=h''/r\) for \(r>0\) to \(h={\rm erf}(r/\sqrt2r_c)\). The result is \(-\sqrt{2/\pi}\,r_c^{-3}e^{-r^2/2r_c^2}\), which is \(-4\pi\) times \((2\pi r_c^2)^{-3/2}e^{-r^2/2r_c^2}\). That charge has the transform \(e^{-r_c^2G^2/2}\), and Poisson's equation supplies the factor \(4\pi/G^2\). With \(t=G^2\), \(a=r_c^2/2\) and \(B=C(2\pi)^{3/2}r_c^3\),

\[
v(t)=e^{-at}\left(B-\frac{4\pi Z}{t}\right),\qquad
v'(t)=e^{-at}\left[4\pi Z\left(\frac1{t^2}+\frac at\right)-aB\right]. \tag{23}
\]

Adding \(4\pi Z/t\) to \(v(t)\) and letting \(t\to0\), where \((1-e^{-at})/t\to a\),

\[
\alpha=B+4\pi Za=2\pi Zr_c^2+C(2\pi)^{3/2}r_c^3 . \tag{24}
\]

## A worked cell

A triclinic model cell of volume 420 bohr³ holds two ions with \(Z=1\). Ion A has \(r_c=0.8\) bohr and \(C=0.6\) Ha; ion B has \(r_c=1.0\) bohr and \(C=0.3\) Ha. Two electrons fill one orbital at \(\mathbf k=0\), expanded in 179 plane waves and solved self-consistently with the Hartree potential. Exchange and correlation are left out, and the parameters represent no particular material. The numbers below belong to this basis. Enlarging it to 1419 plane waves moves \(N_{\mathbf G}\) by about \(4\times10^{-5}\), the tabulated stresses by about \(0.0002\times10^{-3}\) Ha/bohr³ and the local pressure by 0.002 GPa.

From (24), \(\alpha_A=4.0212+4.8383=8.8595\) and \(\alpha_B=6.2832+4.7249=11.0081\) Ha bohr³. Therefore

\[
E_{\alpha Z}=\frac{2(8.860+11.008)}{420}=0.0946\ {\rm Ha},\qquad
\sigma^{\alpha Z}_{aa}=-\frac{0.0946}{420}=-0.225\times10^{-3}\ {\rm Ha/bohr^3}.
\]

Now follow one pair \(\pm\mathbf G\), with integer labels \((0,0,1)\). This vector points along \(z\) and has \(G^2=0.61685\) bohr⁻². The calculation gives \(N_{\mathbf G}=0.07148-0.32466i\). Summed over the ions with their phases, the form factor is \(F=-3.5596+16.7939i\) Ha bohr³ and its derivative is \(D=7.5951-42.6099i\) Ha bohr⁵. The two members of the pair are complex conjugates, so each sum is twice a real part:

\[
\frac{2\,{\rm Re}(N^*_{\mathbf G}F)}{\Omega}=\frac{2(-0.2544-5.4523)}{420}=-0.02717\ {\rm Ha},
\]

\[
-\frac{4\,{\rm Re}(N^*_{\mathbf G}D)\,G_z^2}{\Omega^2}=-\frac{4(0.5429+13.8337)(0.61685)}{420^2}
=-0.201\times10^{-3}\ {\rm Ha/bohr^3}.
\]

The second number is this pair's form-factor contribution to \(\sigma_{zz}\). All vectors together give \(E_{\ne0}=-0.0568\) Ha and these diagonal stresses, in \(10^{-3}\) Ha/bohr³:

| Part of (18) | xx | yy | zz |
|---|---|---|---|
| volume, \(\mathbf G\ne0\) | 0.135 | 0.135 | 0.135 |
| form factor | −0.079 | −0.160 | −0.226 |
| alpha-Z | −0.225 | −0.225 | −0.225 |
| local total | −0.169 | −0.250 | −0.316 |

The first two rows largely cancel in the trace. The alpha-Z pressure, 6.63 GPa, is therefore most of the local pressure of 7.20 GPa in this model. This share depends on the parameters and is no general rule. With \(C=-0.6\) Ha on both ions, (24) makes both \(\alpha_I\) negative, and the alpha-Z term gives \(-1.3\) GPa of a local pressure of \(-7.2\) GPa. The anisotropy comes entirely from the form-factor row, as do the shear stresses, of which the largest is \(\sigma_{yz}=0.020\times10^{-3}\) Ha/bohr³.

The numerical check also separates the explicit derivative from the relaxed one. When the orbital is reconverged in each strained cell, the local energy alone has the diagonal slopes \(-0.185\), \(-0.361\) and \(-0.491\) in the same unit, which differ from the last row of the table. Adding the kinetic and Hartree energies restores agreement: the slopes of the electronic total are \(-0.202\), \(-0.290\) and \(-0.356\), as the sum of the explicit stresses predicts. This is the cancellation in (17). The stress of the complete model crystal would also include the ion-ion term.

## Computed results

```
Units: Hartree atomic units unless stated
a1 (bohr): [7. 0. 0.]
a2 (bohr): [0.5 7.5 0. ]
a3 (bohr): [0.3 0.4 8. ]
volume (bohr^3): 420.000
electrons: 2.0; plane waves: 179
ion A: Z=1.0, rc=0.8 bohr, C=0.6 Ha
  fractional position: [0.1 0.2 0.1]
  alpha (Ha bohr^3): 8.85952
ion B: Z=1.0, rc=1.0 bohr, C=0.3 Ha
  fractional position: [0.4  0.45 0.35]
  alpha (Ha bohr^3): 11.00807
One reciprocal vector, integers (0,0,1):
  Gz (1/bohr): 0.785398; G^2 (1/bohr^2): 0.616850
  A: v=-12.75101 Ha bohr^3, v'=31.18998 Ha bohr^5
  B: v=-11.49430 Ha bohr^3, v'=30.00783 Ha bohr^5
  N_G (electrons): 0.07148-0.32466j
  phased sum of v (Ha bohr^3): -3.55960+16.79393j
  phased sum of v' (Ha bohr^5): 7.59506-42.60985j
  +-G pair, energy (Ha): -0.027175
  +-G pair, zz form-factor stress (1e-3 Ha/bohr^3): -0.2011
E_local from G!=0 (Ha): -0.056762
E_alphaZ (Ha): 0.094608
E_local total (Ha): 0.037845
Stress in 1e-3 Ha/bohr^3, order xx yy zz yz xz xy:
  volume part, G!=0: 0.1351 0.1351 0.1351 0.0000 0.0000 0.0000
  form-factor part: -0.0789 -0.1596 -0.2257 0.0200 0.0118 0.0111
  alpha-Z part: -0.2253 -0.2253 -0.2253 -0.0000 -0.0000 -0.0000
  local total: -0.1690 -0.2497 -0.3158 0.0200 0.0118 0.0111
  kinetic: -0.0155 -0.0316 -0.0436 0.0033 0.0018 0.0017
  Hartree: -0.0179 -0.0084 0.0031 -0.0011 -0.0004 -0.0005
  electronic total, formula: -0.2024 -0.2897 -0.3563 0.0222 0.0132 0.0124
  electronic total, differences: -0.2024 -0.2897 -0.3563 0.0222 0.0132 0.0124
  relaxed local energy alone, differences: -0.1846 -0.3609 -0.4911 0.0500 0.0311 0.0287
largest error, electronic (Ha/bohr^3): 6.2e-12
largest error, real-space local (Ha/bohr^3): 7.4e-13
alpha-Z pressure (GPa): 6.6273
local pressure (GPa): 7.2031
Neutral-atom test, ions as above but Z_A=3, 4 electrons:
  cloud widths (bohr): [1.6, 1.8]
  N_e * sum alpha (Ha bohr^3): 111.6403
  V=420.00 bohr^3: missing E=0.265810 Ha, E*V=111.6403 Ha bohr^3
  V=725.76 bohr^3: missing E=0.153825 Ha, E*V=111.6403 Ha bohr^3
```
